# Why Positive Gate Bias Reduces Hole Trapping in Illuminated Oxide Transistors

**Q:** I stress two equal oxide transistors under the same weak light, one at $+5$ V on the gate and one at $-5$ V. The negative-bias device usually shows the larger negative threshold shift, which I put down to trapped holes. Why should the sign of the bias matter, when the light makes the same number of holes?

**A:** Because a hole shifts the threshold only if it is trapped, and the bias changes its chance of reaching a trap. I will take the traps to lie at the gate insulator and ask how many holes get there.

First, the size of the shift. Let $x=0$ be the face between insulator and film, $x=d$ the far side of the film, and $\phi(x)$ the potential. The gate voltage $V$ is measured after removing any built-in offset. With insulator capacitance $C_i$ per area, film permittivity $\varepsilon$ and $N$ trapped holes per area at $x=0$, Gauss's law reads

$$C_i[V-\phi(0)]+qN=\varepsilon E(0),\qquad E=-\phi'.$$

The film is in the same state with $N$ trapped holes as without them if $V$ is lowered by $qN/C_i$. Every feature of the transfer curve therefore moves by

$$\Delta V=-\frac{qN}{C_i}.$$

**Q:** What decides $N$?

**A:** Drift, diffusion, recombination and capture. I use a one-dimensional model in which the film has a grounded electron contact at $x=d$, as where the source overlaps the gate in a staggered transistor. Near the insulator, a positive gate makes $E$ point towards $+x$, away from the insulator; a negative gate reverses it.

Write $\phi=V_T\psi$, with $V_T=k_BT/q$ and $\psi(d)=0$. Electrons stay close to equilibrium with the contact, because the insulator blocks their current and the light is weak. They are taken as non-degenerate, so

$$n=n_ce^{\psi},\qquad \varepsilon\phi''=qn .$$

The second equation is Poisson's equation with electrons as the only charge in the film; donors and the few mobile holes are neglected. The hole current density, counted in particles, is

$$J=-Dp'+\mu_hpE=-D(p'+p\psi'),$$

where I used $D=\mu_hV_T$ and $E=-V_T\psi'$. In steady state

$$J'=G-knp,\qquad -J(0)=s\,p(0),\qquad p(d)=0 .$$

Here $G$ is the rate at which light makes free holes, $k$ the recombination coefficient and $s$ the capture velocity of nearly empty traps. The minus sign appears because trapped holes move towards $-x$. The contact removes every hole that reaches it.

**Q:** Must I solve this afresh for each place where a hole is born?

**A:** No. Define a function $u(x)$ by

$$D(u''-\psi'u')=knu,\qquad Du'(0)=s[u(0)-1],\qquad u(d)=0 .$$

Multiply the hole equation by $u$ and integrate over the film:

$$\int_0^d uJ'\,dx=\int_0^d uG\,dx-\int_0^d knup\,dx .$$

Integrate the left side by parts. Since $u(d)=0$ and $-J(0)=sp(0)$,

$$\int_0^d uJ'\,dx=s\,p(0)u(0)+D\int_0^d u'(p'+p\psi')\,dx .$$

A second integration by parts, with $p(d)=0$, gives

$$D\int_0^d u'p'\,dx=-Du'(0)p(0)-D\int_0^d u''p\,dx .$$

Collecting terms,

$$\int_0^d uJ'\,dx=p(0)\,[su(0)-Du'(0)]-\int_0^d pD(u''-\psi'u')\,dx .$$

The boundary condition makes the bracket equal to $s$, and the equation for $u$ turns the last integral into $\int knup\,dx$. That term stands on both sides and cancels, leaving

$$s\,p(0)=\int_0^d u(x)G(x)\,dx .$$

If one hole per unit time and area is born at $x$, the trapping rate is $u(x)$. So $u(x)$ is the chance that a hole born at $x$ is trapped. For uniform light,

$$s\,p(0)=G\ell,\qquad \ell=\int_0^d u\,dx .$$

I call $\ell$ the collection length: the thickness of film whose holes would all have to be trapped to give the same rate.

**Q:** Can you show me the effect of the field alone?

**A:** Set $k=0$. Then $u''=\psi'u'$, so $u'=-Ae^{\psi}$ and, with $u(d)=0$,

$$u(x)=A\int_x^d e^{\psi(y)}dy .$$

The condition at $x=0$ becomes $-DAe^{\psi(0)}=s\left[A\int_0^d e^\psi dy-1\right]$, hence

$$A=\frac{s}{s\int_0^d e^\psi dy+De^{\psi(0)}} .$$

To integrate $u$, exchange the order of integration: each $y$ is counted for all $x$ from 0 to $y$, which supplies a factor $y$. Multiplying top and bottom by $n_c/s$ gives

$$\ell=\frac{\int_0^d xn\,dx}{N_e+Dn(0)/s}=\frac{\bar x_e}{1+Dn(0)/(sN_e)},\qquad N_e=\int_0^d n\,dx,$$

where $\bar x_e$ is the mean distance of the electrons from the insulator. The electrons appear here although recombination is off, because their density records the potential in which the holes move. Where electrons gather, holes are repelled.

**Q:** What does this give at negative bias?

**A:** The electrons are pushed back to the contact and the film holds little charge, so the field is nearly uniform. Continuity of displacement makes the insulator field $|E|\varepsilon/\varepsilon_i$. Adding the voltage drops over the film and an insulator of thickness $t$,

$$|V|=|E|\left(d+t\frac{\varepsilon}{\varepsilon_i}\right).$$

The electron density falls as $e^{-(d-x)/L}$ from the contact, with $L=V_T/|E|$. For $d\gg L$ its mean position is $d-L$. The density at the insulator is exponentially small, so the capture factor is close to one, and

$$\ell\approx d-\frac{V_T}{|E|}.$$

Take a 40 nm film with relative permittivity 10, a 100 nm insulator with 3.9, and 333 K, where $V_T=28.7$ mV. Then

$$|E|=\frac{5\ \text{V}}{(40+256)\ \text{nm}}=0.169\ \text{MV/cm},\qquad L=1.7\ \text{nm},$$

and $\ell\approx38.3$ nm. The full solution, with recombination, also gives 38.3 nm. About 96 percent of the holes are trapped. Even slow traps suffice, since the field holds the holes against the insulator, where there are hardly any electrons to recombine with.

**Q:** And at positive bias?

**A:** Now electrons accumulate at the insulator. Their density follows from $\psi''=qn/(\varepsilon V_T)$. Multiply by $\psi'$ and use $n\psi'=n'$:

$$\tfrac12\psi'^2=\frac{qn}{\varepsilon V_T}+\text{constant}.$$

In strong accumulation the constant is small beside the first term near the insulator, and I drop it. Near the insulator the potential falls with $x$, so $\psi'=-\sqrt{2qn/(\varepsilon V_T)}$. Then

$$\frac{d}{dx}n^{-1/2}=-\tfrac12n^{-1/2}\psi'=\sqrt{\frac{q}{2\varepsilon V_T}} .$$

Integrating from the surface density $n_s=n(0)$,

$$n=\frac{n_s}{(1+x/\lambda)^2},\qquad \lambda=\sqrt{\frac{2\varepsilon V_T}{qn_s}},\qquad \psi'=-\frac{2}{x+\lambda}.$$

At the surface $E(0)=2V_T/\lambda$, so $\lambda=2V_T/E(0)$. Put these into the equation for $u$:

$$u''+\frac{2}{x+\lambda}u'-\frac{\kappa}{(x+\lambda)^2}u=0,$$

$$\kappa=\frac{kn_s\lambda^2}{D}=\frac{2\varepsilon V_Tk}{qD}=\frac{2\varepsilon k}{q\mu_h}.$$

Each term lowers the power of $x+\lambda$ by two, so a power law solves it. Trying $u=u_0(1+x/\lambda)^{-m}$ gives $m(m+1)-2m-\kappa=0$, or

$$m^2-m-\kappa=0,\qquad m=\frac{1+\sqrt{1+4\kappa}}{2}.$$

The other root gives a chance that does not decay into the film, so I drop it for $d\gg\lambda$. The boundary condition $-Dmu_0/\lambda=s(u_0-1)$ fixes

$$u_0=\frac{s}{s+Dm/\lambda},\qquad \ell\approx\int_0^\infty u\,dx=\frac{u_0\lambda}{m-1}.$$

This needs $m$ well above 1. As $k\to0$, $m\to1$ and the integral diverges; the finite film then matters and the electron-centroid formula is the one to use.

**Q:** Why has the electron density vanished from $\kappa$? I expected a denser channel to recombine more.

**A:** Recombination at the surface is indeed faster, but the layer is thinner in proportion to $n_s^{-1/2}$, and the time to diffuse across it falls as $\lambda^2\propto1/n_s$. The two changes cancel in $\kappa$. A stronger bias still lowers $\ell$, through $\lambda$. For slow traps, $s\ll Dm/\lambda$, we have $u_0\approx s\lambda/(Dm)$ and $\ell\propto\lambda^2\propto1/E(0)^2$. This holds only while the electrons stay non-degenerate. With the values below and an electron mass of $0.34\,m_e$, the surface density is 0.6 of the band density of states at $+5$ V but about 2.5 times it at $+10$ V, where the assumption fails.

**Q:** Put in numbers.

**A:** I choose $\mu_h=0.01$ cm²/Vs, $k=2\times10^{-9}$ cm³/s, $s=100$ cm/s and $n_c=10^{17}$ cm⁻³. Gauss's law at $+5$ V, combined with the accumulation profile, gives $E(0)=0.191$ MV/cm and $\lambda=3.0$ nm. Also $\kappa=2.21$, $m=2.07$ and $D=2.87\times10^{-4}$ cm²/s, so

$$\frac{Dm}{\lambda}=\frac{2.87\times10^{-4}\times2.07}{3.0\times10^{-7}}\approx2000\ \text{cm/s},\qquad u_0\approx\frac{100}{2100}\approx0.048,$$

$$\ell\approx\frac{0.048\times3.0\ \text{nm}}{1.07}\approx0.135\ \text{nm}.$$

The full solution gives 0.128 nm, so the estimate is 6 percent above it. The estimate treats the film as unbounded and the accumulation profile as ideal, so exact agreement is not expected. A length below an atomic spacing is no difficulty: it is a small probability summed over several nanometres.

At equal $G$, negative bias therefore traps about 300 times as many holes. For $G=10^{13}$ cm⁻³s⁻¹, a stress time $t_s=1000$ s and $C_i=34.5$ nF/cm², the negative-bias count is

$$N=G\ell t_s=10^{13}\times3.83\times10^{-6}\times10^3=3.8\times10^{10}\ \text{cm}^{-2},$$

and $\Delta V=-qN/C_i\approx-0.18$ V. At positive bias it is $-0.6$ mV.

**Q:** Which cause matters more, repulsion or recombination?

**A:** I can switch them off separately at $+5$ V, keeping the accumulated electron profile fixed. This is a thought experiment, since a real field cannot be removed from the holes alone.

- Neither acting: $\ell=11.6$ nm.
- Drift alone: 0.81 nm.
- Recombination alone: 0.52 nm.
- Both: 0.13 nm.

Either cause alone gives a large reduction, and here recombination alone gives the larger one. That ranking is fragile: it reverses for $k$ below about $1.4\times10^{-9}$ cm³/s, only 30 percent under the chosen value. Drift alone can do so only because the contact removes the repelled holes. The separate factors, about 14 and 22, do not multiply to the combined factor of 91. The two causes act on the same holes.

Recombination can never raise $\ell$ at a given potential. Let $v$ be the value of $u$ without recombination minus its value with it. Subtracting the two equations gives

$$De^{\psi}(e^{-\psi}v')'=-knu\le0,\qquad Dv'(0)=sv(0),\qquad v(d)=0 .$$

So $e^{-\psi}v'$ cannot increase with $x$. If $v(0)$ were negative, $v'$ would be negative throughout and $v(d)$ could not be zero. Hence $v(0)\ge0$; $v$ may rise at first, then falls to zero, and is nowhere negative. The drift-only value, 0.81 nm, is thus an upper limit for any recombination coefficient in this potential. Even there the negative-bias length is 47 times larger.

**Q:** Is the difference mostly a gain at negative bias or a loss at positive bias?

**A:** It depends on whether you compare ratios or millivolts. As a ratio, it is in this example mostly a loss at positive bias. At zero bias $\ell=8.4$ nm. Going to $-5$ V raises it by a factor of 4.6, and it can never exceed $d$. Going to $+5$ V lowers it by a factor of 66. In the shift itself the order is reversed: from $-39$ mV at zero bias, negative bias adds 139 mV, while positive bias can remove only the 39 mV that was there, and removes 38 mV.

**Q:** When would I lose this protection?

**A:** One case is strongly absorbed light that makes its holes right at fast traps. With $s=10^6$ cm/s, a hole born at $x=0$ is trapped with probability 0.998 at $+5$ V and 1.000 at $-5$ V. The field has no time to remove it. Under uniform light the same fast traps still give 2.7 nm against 38.3 nm, because most holes are born farther away.

Another case is hole trapping at the back of the film, since positive bias pushes holes away from the insulator and some reach the back before they recombine. My contact removes them, but an insulated back surface might not.

**Q:** How close is all this to my indium gallium zinc oxide devices on silica?

**A:** The thicknesses, permittivities and temperature are rough typical values. The bias, hole mobility, $k$, $s$ and $G$ are chosen values, so neither the ratio of 300 nor the shifts are predictions for your device. The ratio depends strongly on $k$, which I set to about a thousandth of the Langevin value $q(\mu_e+\mu_h)/\varepsilon$ for an electron mobility of 10 cm²/Vs. With $k=10^{-11}$ cm³/s the ratio is about 49; at the Langevin value $\ell$ is 33 nm at $-5$ V and below $10^{-3}$ nm at $+5$ V. Nor does the model show that trapped holes are the only cause of your shift: light can also ionize oxygen vacancies in such oxides, which leaves positive charge in the film and moves the threshold the same way. The assumption most easily broken at positive bias is that electrons are not trapped: if about 0.012 percent of the gate-induced electrons were trapped at the insulator, they would cancel the 0.6 mV hole shift, and more would make the net shift positive. Away from the contacts the film has no grounded plane behind it. Suppose its back surface neither removes nor traps holes, and electrons can drain to the source. At $-5$ V the vertical field in an undoped film then nearly vanishes, yet almost every hole is eventually trapped, because there are hardly any electrons to recombine with. At $+5$ V repulsion alone would only delay trapping, and it is recombination that keeps $\ell$ small, at about 0.13 nm. In the extreme case where its back surface trapped every hole that reached it, at $+5$ V it would collect the holes of about 17 nm of the 40 nm film, nearly all the rest recombining. The count would be about $1.7\times10^{10}$ cm⁻² against $Gdt_s=4\times10^{10}$ cm⁻² at negative bias, and the asymmetry in trapped charge would shrink to a factor of about 2.4.

**Q:** And the approximations inside the model?

**A:** The largest correction I sized is quantum mechanical. The electron density is reduced within about 2 nm of the insulator, which weakens recombination there. At fixed potential, a rough correction for this raises the positive-bias length to 0.19 nm. But it also removes about a third of the channel electrons, which the gate would restore by raising the potential at the insulator, and that repels holes more strongly. Solving for the potential and the electron states together gives about 0.09 nm and a ratio of about 400, so the net correction has the opposite sign. Electron degeneracy changes the uncorrected length of 0.128 nm by 2 to 3 percent, and $10^{16}$ cm⁻³ of donors by about 1 percent.

At negative bias, the field of the holes trapped after 1000 s changes $\ell$ by less than 1 percent. They fill 4 percent of an assumed $10^{12}$ cm⁻² traps, so the linear growth with time is consistent up to then. It also requires that holes stay trapped: with an assumed escape attempt rate of $10^{12}$ s⁻¹, a mean holding time of 1000 s needs a trap depth of about 1 eV, and shallower traps would release holes during the stress. The insulator field is about 5 percent of a rough breakdown field of 10 MV/cm. The numerical output lists the bias sweep and most of these values; it leaves out the share of channel electrons removed and the results of solving for the potential and the electron states together.

**Q:** What could I measure to separate the hole effect from electron trapping?

**A:** Repeat the positive-bias stress in the dark, with the same voltage, temperature and time. If light neither alters the electron trapping nor leaves other charge behind, such as ionized oxygen vacancies, the difference between the lit and dark shifts is the part due to trapped holes. Those conditions need their own check, because light may also empty or fill electron traps. Without the dark run, a small net shift at positive bias could mean few trapped holes, or two larger shifts that nearly cancel.

## Calculated quantities

```
Temperature: 333 K
Thermal voltage: 28.7 mV
Film thickness: 40 nm
Insulator thickness: 100 nm
Relative permittivity, film / insulator: 10 / 3.9
Bias magnitude: 5 V
Contact electron density: 1e+17 cm^-3
Hole mobility: 0.01 cm2/Vs
Hole diffusion constant: 0.000287 cm2/s
Recombination coefficient: 2e-09 cm3/s
k / Langevin k (electron mobility 10 cm2/Vs): 0.001104
Trap capture velocity: 100 cm/s
Free-hole generation: 1e+13 cm^-3 s^-1
Stress time: 1000 s
Insulator capacitance: 34.53 nF/cm2
Negative-bias film field: 0.1687 MV/cm
Negative-bias VT/E: 1.701 nm
Positive-bias interface field, formula: 0.191 MV/cm
Accumulation width lambda: 3.005 nm
Interface electron density, solved: 3.588e+18 cm^-3
kappa / power m: 2.211 / 2.069
Electron centroid, + / - bias: 8.064 / 38.306 nm
Chance at insulator, + / - bias: 0.0481 / 1.0000
ell at + bias, solved / formula: 0.1280 / 0.1355 nm
ell at - bias, solved / formula: 38.281 / 38.299 nm
Collection ratio, - / + bias: 299
+ bias ell, drift and recombination off: 11.65 nm
+ bias ell, drift only: 0.8066 nm
+ bias ell, recombination only: 0.5187 nm
- bias ell, recombination off: 38.31 nm
Sweep: V = -5 V, ell = 38.28 nm
Sweep: V = -2 V, ell = 35.46 nm
Sweep: V = +0 V, ell = 8.406 nm
Sweep: V = +2 V, ell = 0.6603 nm
Sweep: V = +5 V, ell = 0.128 nm
Trapped holes, + / - bias: 1.280e+08 / 3.828e+10 cm^-2
Hole shift, + / - bias: -0.5940 / -177.62 mV
+ bias ell with degeneracy: 0.1254 nm
Interface density / band density, degenerate: 0.5677
+ bias ell with electrons displaced: 0.1947 nm
Electron displacement length: 1.976 nm
ell with 1e16 cm^-3 donors, + / -: 0.1269 / 38.215 nm
- bias ell with final trapped charge: 38.22 nm
Trap filling at - bias (1e12 cm^-2 traps): 0.03828
Largest mobile hole density, - bias: 3.828e+05 cm^-3
Insulator field / rough breakdown (10 MV/cm): 0.05
Trap depth for 1000 s hold (rate 1e12 /s): 0.9911 eV
Trapped electron fraction cancelling + hole shift: 0.0001213
Fast traps (1e6 cm/s), chance at x=0, + / -: 0.9980 / 1.0000
Fast traps, uniform light, ell + / -: 2.657 / 38.281 nm
```
